Athermal recombination and the displacement count: joining, plateau and limits, part 2

The problem is to count the atoms displaced by an energetic recoil in a metal, after athermal recombination but before later thermal migration. A displaced atom means a vacancy together with the atom that has left it and become an interstitial. Athermal recombination is the return of such atoms to vacancies while the cascade is still disordered and hot from the collision itself.

The damage energy T is the part of a recoil's kinetic energy that goes into atomic motion and not into electrons. The threshold energy E_d is the energy needed to make one stable displacement, averaged over the directions of the crystal. Energies are in eV, keV or MeV, and counts are mean numbers of atoms. The joining energy L and the dimensionless damage energy x are

L = 2E_d/0.8 = 2.5 E_d,  x = T/L.

The standard (NRT) count S is

S = 0 for T < E_d,
S = 1 for E_d ≤ T < L,
S = x for T ≥ L.

The corrected count N is

N = S for T < L,
N = x ξ(T) for T ≥ L.

Here ξ is the fraction of the standard count that survives, also called the survival ratio, with exponent b < 0 and plateau c, 0 < c < 1:

ξ(T) = c + (1 − c)x^b,
N = c x + (1 − c)x^(1+b) for x ≥ 1.

The joint is at x = 1, where N = 1. The slope dN/dx just above it is 1 + b(1 − c), and N never decreases above L if, and only if, b ≥ −1/(1 − c).

At high damage energy,

N/S → c as T → ∞,

while the difference from the proportional line is

N − cS = (1 − c)x^(1+b).

The relative excess δ of the ratio over c, and the damage energy T_δ at which it remains, are

δ = ξ/c − 1 = [(1 − c)/c]x^b,
T_δ = L[(1 − c)/(cδ)]^(−1/b).

The example uses E_d = 60 eV, L = 150 eV, b = −0.5 and c = 0.15. A 10 % excess then remains at 482 keV and a 1 % excess at 48.2 MeV.

## From one recoil to damage in an ion-struck film

The second half uses the damage energy T, the threshold energy E_d, the joining energy L = 2.5E_d and x = T/L. The standard count S is 1 from E_d to L and x above L. The corrected count above L is

N = x ξ,  ξ = c + (1 − c)x^b,  b < 0, 0 < c < 1.

It equals 1 at L, and N/S tends to c at high damage energy. The relative excess of this ratio over c falls to 1 % at 48.2 MeV for the parameters E_d = 60 eV, b = −0.5 and c = 0.15.

Consider a 100 keV arsenic ion entering a rhenium film, as when a metal layer is exposed to a dopant beam. The threshold is a rough value in the range of refractory metals, and b and c are round model parameters, not a fit to rhenium. Rhenium enters through its mass, nuclear charge, density and approximate melting temperature. The recoil considered first is the hardest one possible, from a head-on collision at the full ion energy.

Let M₁ and M₂ be the ion and target masses, v the initial ion speed, and v₁ and v₂ the final velocities. Momentum conservation and the reversal of relative velocity in an elastic head-on collision give

M₁v = M₁v₁ + M₂v₂,  v₂ − v₁ = v.

Substituting v₁ = v₂ − v into the first equation gives v₂ = 2M₁v/(M₁ + M₂). The transferred fraction of the kinetic energy is therefore

M₂v₂²/(M₁v²) = 4M₁M₂/(M₁ + M₂)².

With masses 74.92 u and 186.207 u it is 0.8184, so the rhenium recoil receives E = 81.84 keV.

Part of E goes to electrons. The Lindhard description of this loss uses a reduced energy ε and a dimensionless electronic stopping strength k. For an atom moving among equal atoms of nuclear charge number Z and mass M,

ε = aE/[2Z²e²/(4πε₀)],  a = (9π²/128)^(1/3) a₀/(√2 Z^(1/3)),
k = [32/(3π)](m_e/M)^(1/2) 2^(3/4) Z^(2/3),

where a₀ is the Bohr radius, m_e the electron mass, e the elementary charge and ε₀ the vacuum permittivity. These expressions belong to a statistical model of the atom and are taken over as an estimate. For this recoil ε = 0.0397 and k = 0.1743. Robinson's fit to the partition is

T = E/(1 + kg),  g = 3.4008ε^(1/6) + 0.40244ε^(3/4) + ε.

The three terms of g add to about 2.06, so kg is about 0.359 and

T = 81.84 keV/1.359 = 60.2 keV.

Electrons receive 26.4 % of the recoil energy.

The leading term of the fit can be traced to an energy balance. Let η(ε) be the reduced energy that finally goes to electrons. Over a short path the atom loses energy to electrons at the rate k√ε, and it may transfer energy τ to another atom. Both atoms then go on losing energy to electrons. Equating η before and after the short path gives

k√ε(1 − η′) = ∫ [η(ε) − η(ε − τ) − η(τ)] dσ.

At low energy the model scattering law is dσ = (λ/2)t^(−4/3)dt, with t = ετ and λ = 1.309. Put τ = sε, so that t = ε²s, and try η = Aε^(7/6). The scattering factor varies as ε^(−2/3), and the right side as ε^(−2/3)ε^(7/6) = ε^(1/2), like the left. The term η′ varies as ε^(1/6) and drops out in the low-energy limit. There remains

k = A(λ/2) ∫₀¹ s^(−4/3)[1 − (1 − s)^(7/6) − s^(7/6)] ds.

Numerical integration gives A/k = 3.22, about 5 % below the coefficient 3.40 of the fit. This supports the leading term. Solving the balance equation at all energies, with the full scattering law given below, yields T = 59.6 keV for this recoil, about 1 % below the fit, so the third digit of T is not secure. Neither comparison measures the accuracy of the statistical model itself.

The damage energy now gives

x = 60.2 keV/150 eV = 401,
ξ = 0.15 + 0.85/√401.4 = 0.192,
N = 401.4·0.1924 = 77 atoms.

The standard count is 401 atoms. Of the corrected count, 60 atoms come from the proportional term cx and 17 from the slowly growing excess. The survival ratio is 28 % above the plateau. For the hardest recoil of this implant, replacing ξ by c would thus remove a noticeable part of the predicted damage.

Electronic loss also limits how closely a real recoil can approach the plateau. At a recoil energy of 1 GeV, far beyond implantation, the fit gives a damage energy of only 10.6 MeV and a ratio 2.1 % above c. A more generous estimate follows the first recoil alone and counts all the energy it gives to other atoms as damage. Its nuclear stopping is

s_n = ∫ τ dσ = (1/ε) ∫₀^ε f(y) dy,
f(y) = 1.309y^(1/3)[1 + (2.618y^(4/3))^(2/3)]^(−3/2).

Here dσ = f(√t)dt/(2t^(3/2)) is the scattering law at all energies, and y = √t. In continuous slowing down, a fraction s_n/(s_n + k√ε) of each energy decrement goes to atoms. The reduced damage energy is then at most

∫ s_n/(s_n + k√ε) dε,

because the struck atoms' own electronic losses have been left out. At 1 GeV this gives an upper bound of 19.1 MeV, still below the 48.2 MeV needed for a 1 % excess. The integrand is positive, so the bound is smaller for every lower recoil energy. Within this stopping model and with these values of b and c, no rhenium recoil up to 1 GeV comes within 1 % of the plateau. The mathematical limit must be taken in damage energy. Raising the recoil energy is not an equivalent operation.

Most recoils in an implant are softer than the head-on one. To see the effect, give recoils of damage energy T a weight proportional to T^(−3/2), from E_d up to the head-on value. This is a round model spectrum, not a calculated spectrum for arsenic in rhenium. Let X = 401.4 be its upper limit in units of L. Since E_d/L = 0.4, recoils below the joint contribute to both summed counts the amount

J = ∫ x^(−3/2) dx = 2(1/√0.4 − 1) = 2(√2.5 − 1),

with x running from 0.4 to 1. Above the joint the standard sum is

∫ x^(−3/2) x dx = 2(√X − 1),

with x from 1 to X. For b = −1/2 the corrected count is cx + (1 − c)√x, and its sum over the same range is

∫ [c x^(−1/2) + (1 − c)/x] dx = 2c(√X − 1) + (1 − c)ln X.

The ratio of the total corrected and standard counts is therefore

Q = [J + 2c(√X − 1) + (1 − c)ln X]/[J + 2(√X − 1)].

The numerator is 1.16 + 5.71 + 5.10 and the denominator 1.16 + 38.07, so Q = 0.305. The number depends on the assumed spectrum: following an arsenic ion as it slows down in rhenium, with the scattering law above, gives about 0.35. Either value is well above the head-on value 0.192. The reason is general: Q is an average of the survival ratio, weighted by the standard count, and every softer recoil has a higher survival ratio than the hardest. As X grows, ln X becomes negligible beside √X, and Q also tends to c. For the implant, however, a single high-energy survival fraction would understate the corrected damage.

The uncertainty of the input matters as much as the correction for electrons. In the following comparisons the head-on recoil is kept and one setting is changed at a time. Treating the full recoil energy as damage energy gives 102 atoms, 32 % above 77. With the damage energy, b and c fixed, a threshold of 40 eV gives 111 atoms and one of 80 eV gives 60. With the threshold and b fixed, c = 0.10 gives 58 atoms and c = 0.20 gives 96. These ranges are trial variations, not measured error limits. They show that a count quoted as 77.2 would claim more than the model can support. They do not describe the variation of the threshold with crystal direction, which one average E_d cannot represent.

Damage accumulation introduces another limit. While cascades remain separate, the number of surviving defects per unit area of film is the ion fluence times the mean number per ion. That proportionality fails when new cascades form in material that is already damaged. Their size can be estimated by spreading T over a compact sphere heated from 300 K to 3460 K, a model setting close to the melting point. With a classical heat capacity of 3k_B per atom,

h = 3k_B(3460 K − 300 K) = 0.817 eV per atom,

where k_B is the Boltzmann constant. The latent heat is left out. A rough density of 21 g/cm³ corresponds to n = 67.9 atoms per nm³. Equating T to nh times the sphere's volume gives

R = [3T/(4πnh)]^(1/3) = 6.4 nm.

One such cascade per projected area πR² corresponds to a fluence of 1/(πR²), about 8·10¹¹ cm⁻². This is a scale, not a sharp limit. Head-on collisions are rare, cascades lie at different depths, and real ones are not compact spheres. Still, an implant at 10¹⁴ cm⁻² lies far above it. There, adding independent cascades gives a measure of exposure. It should not be read as the defect density left in the film.

Thermal migration can change the result even without overlap. Take rough migration energies of 0.3 eV for an interstitial and 1.8 eV for a vacancy, and an attempt rate of 10¹³ s⁻¹. The hop rate is the attempt rate times exp[−E_m/(k_BΘ)], where E_m is the migration energy and Θ the temperature. At 300 K it is about 9·10⁷ s⁻¹ for the interstitial and 6·10⁻¹⁸ s⁻¹ for the vacancy. At this temperature the vacancies in effect stand still while the interstitials move. With hops of 0.28 nm, a random walk needs about (R/0.28 nm)² hops to spread over R, which takes about 6 μs.

How many interstitials escape can be estimated by placing the N vacancies uniformly in the sphere and holding them there. A vacancy with capture radius r_c absorbs diffusing atoms at a rate 4πDr_c times their local density, where D is the diffusion coefficient. The vacancy density is 3N/(4πR³), so the loss rate per interstitial is Dκ², with

κ² = 4πr_c·3N/(4πR³) = 3Nr_c/R³.

Let p(r) be the probability that an interstitial now at radius r finally escapes. Inside the sphere ∇²p = κ²p. Outside there are no vacancies, ∇²p = 0, and p tends to 1 far away. Put z = r/R, w = zp and φ = κR. In spherical symmetry,

w″ = φ²w for z < 1,  w″ = 0 for z > 1.

Since p is finite at the centre, w(0) = 0 and w = B sinh(φz) inside. Outside, w = z − C, whose slope is 1. Continuity of p and its slope makes w and w′ continuous, so Bφ cosh φ = 1. For uniformly distributed starting points the mean escape probability is

P = 3∫₀¹ z²p dz = 3∫₀¹ z w dz
 = [3/(φ cosh φ)] [cosh φ/φ − sinh φ/φ²]
 = (3/φ²)[1 − tanh φ/φ].

The second line uses integration by parts. With N = 77.2 and a rough capture radius of 0.6 nm, φ² = 3·77.2·0.6/6.37, φ = 4.67 and P = 0.11. About nine tenths of the interstitials would recombine. The value of P is rough, because a smooth sink has replaced the separate vacancies, and because interstitials that start within a capture radius of a vacancy are not treated separately. Random walks among 77 separate fixed capture spheres give a lower value, about 0.08. With the vacancies held fixed, this loss is larger in proportion than the athermal one, which left 77 of 401 atoms; in number of atoms it is smaller. If vacancies disappear on capture, the same smooth model leaves about 0.19 of the defects (0.25 for a capture radius of 0.4 nm, 0.16 for 0.8 nm), so the two proportions are then comparable.

That estimate probably overstates the loss. Vacancies that have captured an interstitial should disappear, which weakens further capture, and interstitials that start near or beyond the edge of the vacancy cloud escape more easily. Clustering changes both the mobility and the capture of defects and is not included. Nor is the free surface. A collision at the full ion energy occurs near the point of entry, and the whole path of the ion is only about 30 nm, against a cascade diameter of 13 nm, so the infinite medium assumed here is an idealization. The calculation nevertheless shows what the corrected count means: it is the damage after the cascade has cooled and before later migration. It is not the damage that remains after storage at room temperature or after an anneal.

For a real rhenium film, then, the threshold used here is plausible only as a rough refractory-metal value, and b and c would have to be fitted to rhenium cascades. At a fluence of 10¹⁴ cm⁻² the assumption of independent cascades also fails: the overlap scale of a head-on cascade is exceeded about 130-fold. This factor is not the number of times each place is hit, because cascades are spread over depth and most are smaller. The model cannot say how far the final defect density then falls below the linear sum. For an isolated cascade, the estimate with fixed vacancies lowers the count from 77 to about 8. About 15 survive in the same smooth model if each captured interstitial also removes its vacancy, so these numbers show only that the later loss can be large.

The film should also not be confused with the semiconductor beneath it. In silicon and similar materials a heavy-ion cascade can leave an amorphous pocket containing more displaced atoms than the standard count. The survival ratio can then exceed 1, contrary to the condition c < 1 and to the picture of recombination in a hot metal. Such a target needs a damage function that includes amorphization, even if the same ion and fluence are used. The values behind the example are collected in the numerical output.

Computed results

```
Threshold energy Ed = 60 eV
Joining energy L = 150 eV
Exponent b = -0.50; plateau c = 0.15 (dimensionless)
Slope just above L = 0.575 atoms per L
Lowest monotone b for this c = -1.176
Damage energy (eV), standard atoms, corrected atoms, ratio:
  50, 0.000, 0.000, undefined
  100, 1.000, 1.000, 1.000
  150, 1.000, 1.000, 1.000
  300, 2.000, 1.502, 0.751
  1000, 6.667, 3.195, 0.479
  10000, 66.667, 16.940, 0.254
  100000, 666.667, 121.947, 0.183
Damage energy for 10% excess = 481.7 keV
Damage energy for 1% excess = 48.17 MeV
As ion energy = 100 keV
As mass = 74.92 u; Re mass = 186.207 u; Re Z = 75
Maximum transfer fraction = 0.8184
Head-on Re recoil = 81.84 keV
Reduced recoil energy = 0.0397
Electronic loss parameter k = 0.1743
Leading coefficient, equation = 3.222
Leading coefficient, fit = 3.401
Head-on damage energy = 60.20 keV
Electronic share of recoil = 26.4 %
Head-on x = T/L = 401.4
Standard count = 401.4 atoms
Corrected count = 77.2 atoms
Head-on survival ratio = 0.1924
Excess of ratio over c = 28.3 %
Gap N - c*N_standard = 17.0 atoms
Spectrum ratio of summed counts = 0.3051
Damage energy at 1 GeV recoil = 10.59 MeV
Upper bound at 1 GeV recoil = 19.14 MeV
Ratio excess there: fit 2.13 %, bound 1.59 %
Count if electronic loss is ignored = 101.7 atoms
Count with Ed 40 eV = 111.2 atoms
Count with Ed 80 eV = 59.9 atoms
Count with c 0.10 = 58.2 atoms
Count with c 0.20 = 96.3 atoms
Density = 21.0 g/cm3; melting = 3460 K
Atom density = 67.9 nm^-3; heat = 0.817 eV/atom
Compact cascade radius = 6.37 nm
Cascade overlap fluence = 7.83e+11 cm^-2
Temperature = 300 K; attempt = 1e+13 Hz
Capture radius = 0.60 nm; hop = 0.28 nm
Interstitial: 0.3 eV, 9.12e+07 hops/s
Vacancy: 1.8 eV, 5.77e-18 hops/s
Interstitial crossing time = 5.68 us
Recombination parameter phi = 4.670
Escape from thermal recombination = 10.8 %
```
